# Why Cooling Tetragonal Hafnia Can Trap the Polar Phase: a numerical check

```python
"""
Result under test: a region cooled from the tetragonal state T ends in the
polar state O with probability
    p_O >= 1 - u_end - Lambda,
whatever the depth of the monoclinic state M. Here u is the T fraction when
exits to M are removed, q = 1-u, and Lambda = integral (k_TM*u + k_OM*q) dt.
theta = k_B*T in eV; free energies are F_T=0, F_O=-a+b*theta, F_M=-c+d*theta.
Forward rates are nu*exp(-B/theta); reverse rates obey detailed balance.
Linear cooling: d(theta)/dt = -r. All model parameters are round choices.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp, quad, trapezoid, cumulative_trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq

BASE = dict(a=0.8, b=10.0, c=2.4, d=20.0, B_TO=1.5, B_TM=4.0,
            B_OM=3.5, nu=1.0e13, r=0.1)
START, END = 0.12, 0.025
KELVIN_PER_EV = constants.e / constants.k


def free_energies(theta, m):
    return -m['a'] + m['b'] * theta, -m['c'] + m['d'] * theta


def rates(theta, m, exp=math.exp):
    f_o, f_m = free_energies(theta, m)
    to = m['nu'] * exp(-m['B_TO'] / theta)
    tm = m['nu'] * exp(-m['B_TM'] / theta)
    om = m['nu'] * exp(-m['B_OM'] / theta)
    return (to, to * exp(f_o / theta), tm, tm * exp(f_m / theta),
            om, om * exp((f_m - f_o) / theta))


def full_matrix(theta, m, exp=math.exp):
    to, ot, tm, mt, om, mo = rates(theta, m, exp)
    return [[-to - tm, ot, mt],
            [to, -ot - om, mo],
            [tm, om, -mt - mo]]


def leak_free_matrix(theta, m):
    # The last two entries accumulate direct leak and escape without loss.
    to, ot, tm, _, om, _ = rates(theta, m)
    return [[-to, ot, 0, 0], [to, -ot, 0, 0],
            [tm, 0, 0, 0], [0, om, 0, 0]]


def cool(m, matrix=full_matrix):
    size = len(matrix(START, m))
    initial = np.zeros(size)
    initial[0] = 1.0

    def jacobian(x, y):
        return np.array(matrix(START - x, m)) / m['r']

    solution = solve_ivp(lambda x, y: jacobian(x, y) @ y,
                         (0.0, START - END), initial, method='Radau',
                         jac=jacobian, rtol=1e-7, atol=1e-10)
    assert solution.success
    return solution.y[:, -1]


# Full cooling and its lower bound.
populations = cool(BASE)
u_end, q_end, direct, escape = cool(BASE, leak_free_matrix)
lower_bound = 1.0 - u_end - direct - escape
assert abs(sum(populations) - 1.0) < 1e-6
assert populations[1] >= lower_bound - 1e-6
assert populations[1] > 0.9

# Challenge the bound with different barriers and appreciable leaks.
random = np.random.default_rng(4)
informative = 0
for trial in range(6):
    m = dict(BASE, B_TO=random.uniform(1.0, 2.0),
             B_TM=random.uniform(3.3, 4.2), B_OM=random.uniform(2.9, 3.7))
    actual = cool(m)
    u, q, leak_t, leak_o = cool(m, leak_free_matrix)
    bound = 1.0 - u - leak_t - leak_o
    informative += bound > 0.0
    assert actual[1] >= bound - 1e-6
assert informative >= 2

# Independent integrating-factor quadrature for the untransformed remainder.
grid = np.linspace(END, START, 40001)
table = np.array([rates(theta, BASE) for theta in grid])
action = cumulative_trapezoid((table[:, 0] + table[:, 1]) / BASE['r'],
                              grid, initial=0.0)
u_quadrature = trapezoid(table[:, 1] / BASE['r'] * np.exp(-action), grid)
u_quadrature += math.exp(-action[-1])
assert abs(u_quadrature / u_end - 1.0) < 1e-3


def entry_action(theta):
    return quad(lambda x: rates(x, BASE)[0] / BASE['r'], END, theta,
                epsabs=0.0, epsrel=1e-9)[0]


freeze = brentq(lambda x: entry_action(x) - 1.0, 0.04, 0.08)
u_estimate = math.exp(free_energies(freeze, BASE)[0] / freeze)
u_estimate *= math.gamma(1.0 + BASE['a'] / BASE['B_TO'])
# The estimate neglects slow prefactor changes and return in the exponent.
assert abs(u_estimate / u_end - 1.0) < 0.10

# Closed leak bounds and the cooling rate sufficient for at most 10% leakage.
direct_bound = (BASE['nu'] * START**2 / (BASE['r'] * BASE['B_TM'])
                * math.exp(-BASE['B_TM'] / START))
apparent = BASE['B_OM'] - BASE['a']
escape_bound = (BASE['nu'] * math.exp(-BASE['b']) * START**2
                / (BASE['r'] * apparent) * math.exp(-apparent / START))
assert direct <= direct_bound < 1.5 * direct
assert escape <= escape_bound < 1.5 * escape
safe_rate = BASE['r'] * (direct_bound + escape_bound) / 0.1
safe = cool(dict(BASE, r=safe_rate))
assert safe[2] <= 0.1
crossing = BASE['a'] / BASE['b']
late_escape = quad(lambda x: rates(x, BASE)[4] / BASE['r'], END, crossing,
                   epsabs=0.0, epsrel=1e-9)[0]
assert late_escape < 1e-5

# Change one possible cause at a time, then exchange the entry barriers.
deeper = cool(dict(BASE, c=3.4))
high_entry = cool(dict(BASE, B_TO=4.0))
low_escape = cool(dict(BASE, B_OM=2.0))
swapped = cool(dict(BASE, B_TO=4.0, B_TM=1.5))
fast = cool(dict(BASE, r=1.0e4))
slow = cool(dict(BASE, r=1.0e-5))
assert abs(deeper[1] - populations[1]) < 1e-3
assert high_entry[0] > 0.9
assert low_escape[2] > 0.9
assert swapped[2] > 0.9
assert fast[0] > fast[1]
assert slow[2] > 0.8

# First-exit branching, tested by propagating the full reversible model.
branch_theta = 0.04
branch_model = dict(BASE, B_TM=1.6)
branch_rates = rates(branch_theta, branch_model)
branch_time = 20.0 / (branch_rates[0] + branch_rates[2])
branch = expm(np.array(full_matrix(branch_theta, branch_model))
              * branch_time)[1, 0]
barrier_gap = branch_model['B_TM'] - branch_model['B_TO']
branch_formula = 1.0 / (1.0 + math.exp(-barrier_gap / branch_theta))
assert abs(branch - branch_formula) < 1e-3

# High precision resolves the slow eigenvalue beside much faster T-O exchange.
mp.mp.dps = 100


def hold_rate(theta_value):
    theta = mp.mpf(str(theta_value))
    matrix = mp.matrix(full_matrix(theta, BASE, mp.exp))
    values = mp.eig(matrix, left=False, right=False)
    exact = sorted(abs(value) for value in values)[1]
    f_o, f_m = free_energies(theta, BASE)
    weight_o, weight_m = mp.exp(-f_o / theta), mp.exp(-f_m / theta)
    z_to = 1 + weight_o
    k = rates(theta, BASE, mp.exp)
    formula = (k[2] + weight_o * k[4]) / z_to * (1 + z_to / weight_m)
    assert abs(formula / exact - 1) < mp.mpf('1e-4')
    return exact


HOT_HOLD = 0.1
hot_lifetime = float(1 / hold_rate(HOT_HOLD))
cold_log_lifetime = float(-mp.log10(hold_rate(END)))
f_o_end, f_m_end = free_energies(END, BASE)
weights = np.exp(-np.array([0.0, f_o_end, f_m_end]) / END)
equilibrium_o = weights[1] / sum(weights)
assert f_m_end < f_o_end < 0.0 and equilibrium_o < 1e-10


def show(label, value, unit='', digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def show_populations(label, values):
    print(f"{label}, fractions T O M: "
          + " ".join(f"{max(value, 0.0):.5f}" for value in values))


for key in ('a', 'c', 'B_TO', 'B_TM', 'B_OM'):
    show("Input " + key, BASE[key], "eV")
show("Input entropy coefficient b", BASE['b'])
show("Input entropy coefficient d", BASE['d'])
show("Attempt rate nu", BASE['nu'], "s^-1")
show("Cooling rate r", BASE['r'], "eV/s")
show("Starting theta", START, "eV")
show("Final theta", END, "eV")
show("T-O crossing theta", crossing, "eV")
show("T-M crossing theta", BASE['c'] / BASE['d'], "eV")
show("Final free energy F_O", f_o_end, "eV")
show("Final free energy F_M", f_m_end, "eV")
show("Equilibrium polar fraction at final theta", equilibrium_o)
show_populations("Base cooling", populations)
show("Rigorous lower bound on polar fraction", lower_bound)
show("Leak-free T remainder from ODE", u_end)
show("Leak-free T remainder from quadrature", u_quadrature)
show("Leak-free T remainder from freezing estimate", u_estimate)
show("Entry freezing theta", freeze, "eV")
show("Entry freezing temperature", freeze * KELVIN_PER_EV, "K")
show("Direct leak integral", direct)
show("Closed bound on direct leak", direct_bound)
show("Escape leak integral", escape)
show("Closed bound on escape leak", escape_bound)
show("Escape action below T-O crossing", late_escape)
show("Cooling rate sufficient for leak at most 0.1", safe_rate, "eV/s")
show("Same sufficient cooling rate", safe_rate * KELVIN_PER_EV, "K/s")
show_populations("At sufficient cooling rate", safe)
show_populations("M deeper with c=3.4 eV", deeper)
show("Change of polar fraction for deeper M", deeper[1] - populations[1])
show_populations("High polar entry B_TO=4 eV", high_entry)
show_populations("Low escape barrier B_OM=2 eV", low_escape)
show_populations("Entry barriers exchanged", swapped)
show_populations("Fast cooling r=1e4 eV/s", fast)
show_populations("Slow cooling r=1e-5 eV/s", slow)
show("Branching test theta", branch_theta, "eV")
show("Branching test B_TM (B_TO unchanged)", branch_model['B_TM'], "eV")
show("Branching polar fraction from propagation", branch)
show("Branching polar fraction from formula", branch_formula)
show("Random cases with a positive lower bound (of 6)", informative)
show("Hot hold theta", HOT_HOLD, "eV")
show("Hot hold relaxation time", hot_lifetime, "s")
show("log10(relaxation time / s) at final theta", cold_log_lifetime)
print("finished without a failed check")
```

It prints:

```
Input a: 0.8 eV
Input c: 2.4 eV
Input B_TO: 1.5 eV
Input B_TM: 4 eV
Input B_OM: 3.5 eV
Input entropy coefficient b: 10
Input entropy coefficient d: 20
Attempt rate nu: 1e+13 s^-1
Cooling rate r: 0.1 eV/s
Starting theta: 0.12 eV
Final theta: 0.025 eV
T-O crossing theta: 0.08 eV
T-M crossing theta: 0.12 eV
Final free energy F_O: -0.55 eV
Final free energy F_M: -1.9 eV
Equilibrium polar fraction at final theta: 3.5326e-24
Base cooling, fractions T O M: 0.01743 0.97790 0.00467
Rigorous lower bound on polar fraction: 0.9778
Leak-free T remainder from ODE: 0.017516
Leak-free T remainder from quadrature: 0.017516
Leak-free T remainder from freezing estimate: 0.01809
Entry freezing theta: 0.057581 eV
Entry freezing temperature: 668.21 K
Direct leak integral: 0.0010877
Closed bound on direct leak: 0.0012018
Escape leak integral: 0.0035984
Closed bound on escape leak: 0.0040966
Escape action below T-O crossing: 1.7487e-08
Cooling rate sufficient for leak at most 0.1: 0.0052984 eV/s
Same sufficient cooling rate: 61.485 K/s
At sufficient cooling rate, fractions T O M: 0.00380 0.91312 0.08307
M deeper with c=3.4 eV, fractions T O M: 0.01743 0.97789 0.00468
Change of polar fraction for deeper M: -4.6805e-06
High polar entry B_TO=4 eV, fractions T O M: 0.99775 0.00107 0.00118
Low escape barrier B_OM=2 eV, fractions T O M: 0.00000 0.00004 0.99996
Entry barriers exchanged, fractions T O M: 0.00000 0.00158 0.99842
Fast cooling r=1e4 eV/s, fractions T O M: 0.71249 0.28751 0.00000
Slow cooling r=1e-5 eV/s, fractions T O M: 0.00001 0.04793 0.95206
Branching test theta: 0.04 eV
Branching test B_TM (B_TO unchanged): 1.6 eV
Branching polar fraction from propagation: 0.92405
Branching polar fraction from formula: 0.92414
Random cases with a positive lower bound (of 6): 6
Hot hold theta: 0.1 eV
Hot hold relaxation time: 1241.6 s
log10(relaxation time / s) at final theta: 47.801
finished without a failed check
```
